# The sharp edge of the neutral Thomas-Fermi-Dirac atom, part 2

All formulas are in hartree atomic units: energies in hartree, lengths in bohr, and $\hbar=m=e=1$. A point nucleus of charge $Z$ sits at the origin. The electron density $n(\mathbf r)\ge 0$ has the Thomas-Fermi-Dirac (TFD) energy

$$E[n]=\int f(n)\,dV-Z\int\frac{n}{r}\,dV+\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dV\,dV' ,$$

$$f(n)=C_k n^{5/3}-C_x n^{4/3},\qquad C_k=\tfrac{3}{10}(3\pi^2)^{2/3},\qquad C_x=\tfrac34\left(\tfrac3\pi\right)^{1/3}.$$

The terms of $f$ are kinetic and exchange energy. Admissible densities have finite $\int n\,dV$ and $\int n^{5/3}dV$.

**Theorem (to be proved).** For every $Z>0$ exactly one admissible density with $\int n\,dV=Z$ minimizes $E$. It is spherical and vanishes beyond a finite radius $R(Z)$, where it drops to zero from $n_0=125/(192\pi^5)$. The chemical potential is $\mu=-15/(32\pi^2)$.

The local wavenumber $k$ is defined by $n=k^3/(3\pi^2)$, and $\phi$ is the potential of nucleus and electrons.

**Lemma 2.** The pressure is
$$P=nf'(n)-f(n)=\frac{k^5}{15\pi^2}-\frac{k^4}{12\pi^3}.$$
Its only positive zero is $n_0$, where $k=k_0=5/(4\pi)$. Moreover,
$$f(n)=\mu n+\frac{3}{10}\,n\,(k-k_0)^2.$$

**Lemma 3.** Let $h(n)=f(n)-(\phi+\mu)n$. Its minimum over $n\ge0$ lies at $n=0$ and $n=n_0$ if $\phi=0$, and if $\phi>0$ at
$$k=\frac1\pi+\sqrt{\frac1{16\pi^2}+2\phi}.$$

**Lemma 4.** For a spherical density with fixed electron number, confined to $r<R$ and stationary there, with density $n_R$ at the wall,
$$\frac{dE}{dR}=-4\pi R^2P(n_R).$$
Stationarity means that $f'(n)-\phi$ is constant. The numerical list includes tests of this lemma with imposed edge wavenumbers, and silicon runs without exchange.

For a neutral atom ending at $R$, Poisson's equation $\nabla^2\phi=4\pi n$ with $u=r\phi$ becomes

$$u''=\frac{4}{3\pi}\,r\,k^3,\qquad k=\frac1\pi+\sqrt{\frac1{16\pi^2}+\frac{2u}{r}},\qquad u(R)=u'(R)=0.$$

It is integrated inward from $R$. Inside, $u>0$ and $u'<0$. The electron number is $\int_0^R4\pi r^2n\,dr=u(0)$, so a solution with $u(0)=Z$ is a neutral atom. We now show that one exists for every $Z$.

**Lemma 5.** For every $Z>0$ there is a radius $R$ for which the solution above has $u(0)=Z$.

*Proof.* Let $U(R)$ denote $u(0)$ for the solution that starts at $R$. We show that $U$ is continuous, starts from zero and is unbounded.

*Continuity.* Use $s=\sqrt r$ as the variable, and let $v=du/dr$ and $w=sk$. Then

$$\frac{du}{ds}=2sv,\qquad \frac{dv}{ds}=2s\,u''=\frac{8w^3}{3\pi},\qquad w=\frac s\pi+\sqrt{\frac{s^2}{16\pi^2}+2u}.$$

The right-hand sides are smooth on the whole path, including $s=0$, where $u>0$. Solutions of such a system depend continuously on their starting point. If the solution from one $R$ reaches $s=0$, so do those from nearby values, and $U$ is continuous there.

*Small $R$.* Take $R\le1$. As long as $u\le1$, we have $k\le k_0+\sqrt{2/r}$, because $\sqrt{a+b}\le\sqrt a+\sqrt b$. With $(a+b)^3\le4(a^3+b^3)$ this gives

$$u(r)=\int_r^R(r'-r)\,u''(r')\,dr'\le\frac{16}{3\pi}\int_0^R\left(k_0^3r'^2+2^{3/2}r'^{1/2}\right)dr'.$$

The right side goes to zero with $R$. For small $R$ it is below 1, so $u$ never reaches 1 on the way in. The solution then arrives at the nucleus, and $U(R)\to0$ as $R\to0$.

*Large values.* Inside the atom $k>k_0$, so $4\pi n>4\pi n_0$ and

$$U(R)=\int_0^R4\pi r^2n\,dr>\frac{4\pi}{3}n_0R^3.$$

If solutions reach the nucleus for all $R$, then $U$ is unbounded. Otherwise let $R_*$ be the end of the interval $(0,R_*)$ on which they do. Suppose that $U$ stayed below some $M$ along a sequence of radii tending to $R_*$. Since $u$ is largest at the nucleus, these solutions would stay below $M$ everywhere, and the equation would bound their slopes too. By continuous dependence the solution from $R_*$ would also stay bounded and reach the nucleus. So would those from slightly larger radii, which contradicts the choice of $R_*$. Hence $U$ grows without bound as $R\to R_*$.

A continuous function that starts from zero and is unbounded takes every positive value. $\square$

The proof also yields the bound $R<(3Z/4\pi n_0)^{1/3}$. It says that the atom is smaller than a uniform ball of density $n_0$ holding the same electrons.

### Proof of the theorem

Let $n$ be the density built from Lemma 5, with potential $\phi$. Inside $R$ it is the minimum of $h$ for $\phi>0$. Outside, $\phi=0$ and $n=0$, which is also a minimum of $h$. So $n$ minimizes $h$ at every point.

Let $n'$ be any admissible density with the same electron number, and put $\delta=n'-n$, which need be neither small nor spherical. Expanding the quadratic Coulomb term gives, with nothing neglected,

$$E[n']-E[n]=\int\left[f(n')-f(n)-\phi\,\delta\right]dV+\frac12D[\delta],\qquad D[\delta]=\iint\frac{\delta(\mathbf r)\delta(\mathbf r')}{|\mathbf r-\mathbf r'|}dV\,dV'.$$

The nuclear attraction and the cross term of the repulsion have combined into $-\int\phi\,\delta\,dV$. Adding and subtracting $\mu\,\delta$ under the integral turns this into

$$E[n']-E[n]=\int\left[h(n')-h(n)\right]dV+\mu\int\delta\,dV+\frac12D[\delta].$$

The first integral is non-negative because $n$ minimizes $h$ at each point. The second is zero because the electron numbers agree. For the third, the Fourier transform of $1/r$ is $4\pi/q^2$, so

$$D[\delta]=\int\frac{4\pi}{q^2}\,|\hat\delta(\mathbf q)|^2\frac{d^3q}{(2\pi)^3}\ge0,$$

with equality only for $\delta=0$. Every other density therefore has a higher energy, and $n$ is the unique minimizer. At the edge $\phi\to0$, so $k\to1/\pi+1/(4\pi)=k_0$ and $n\to n_0$, where $P=0$ by Lemma 2. Inside the atom $f'(n)-\phi=\mu$, which identifies $\mu$ as the chemical potential. $\square$

The pressure also vanishes at $n=0$, so $P=0$ alone would leave room for an atom that thins out to nothing. Uniqueness excludes it.

The relation $f'(n)-\phi=\mu$ was tested with a potential integrated directly from the computed density. At $0.2R$, $0.5R$ and $0.9R$ in boron, silicon and arsenic it held to within $10^{-5}$ hartree.

### Remarks on the edge

**The density arrives flat.** At the edge $\phi=\phi'=0$, so Poisson's equation gives $\phi''=4\pi n_0$. At a small distance $\delta r$ inside, $\phi\approx2\pi n_0\,\delta r^2$. The slope $dk/d\phi=1/\sqrt{1/(16\pi^2)+2\phi}$ equals $4\pi$ at the edge, so $k-k_0\approx8\pi^2n_0\,\delta r^2$. With $\delta n/n_0\approx3(k-k_0)/k_0$ and $n_0=k_0^3/(3\pi^2)$,

$$n\approx n_0\left(1+8k_0^2\,\delta r^2\right)=n_0\left(1+\frac{25}{2\pi^2}\,\delta r^2\right).$$

The profile thus ends in a level step.

**Positive ions.** For $N<Z$ the potential at the edge is $\phi(R)=(Z-N)/R$. Lemma 4 still requires $P=0$, so the edge density of a free ion is again $n_0$. Stationarity at the edge now gives the chemical potential $\mu-(Z-N)/R$. Neutrality is needed for the universal chemical potential, not for the universal edge density.

**Spin.** If the two spin densities may differ, the local energy becomes $\frac12f(2n_\uparrow)+\frac12f(2n_\downarrow)$, since exchange acts within each spin. The function to be minimized at each point is then $\frac12h(2n_\uparrow)+\frac12h(2n_\downarrow)$. For $\phi>0$ both terms select the same density, and outside the atom zero remains a minimum for both. The neutral minimizer is unchanged.

**Compression.** An atom squeezed by its surroundings has a wall that carries a force. Its boundary density then exceeds $n_0$, and $P(n_R)$ is the external pressure.

### Finite range of the screened potential

The screening function $\chi=u/Z=r\phi/Z$ compares the potential with that of the bare nucleus. It falls from 1 at the nucleus to 0 at $R$ and stays there.

Consider two such atoms, A and B, whose densities are frozen and added. If the distance between the nuclei exceeds $R_A+R_B$, all charges of B lie where $\phi_A=0$, and the electrostatic interaction vanishes. The densities do not overlap, so the kinetic and exchange energies are simply additive. The frozen-atom potential therefore has a strict cutoff at $R_A+R_B$.

Just inside the cutoff the interaction is repulsive. Let the spheres overlap by a small depth $\epsilon$. The common region is a lens made of two caps, with heights $\epsilon R_B/(R_A+R_B)$ on sphere A and $\epsilon R_A/(R_A+R_B)$ on sphere B. A thin cap of height $t$ on a sphere of radius $a$ has volume $\pi at^2$, so the lens has the volume $\pi\epsilon^2R_AR_B/(R_A+R_B)$. Inside it the density is close to $2n_0$. By the identity for $f$, the extra energy per volume is

$$f(2n_0)-2f(n_0)=\tfrac35\,n_0k_0^2\left(2^{1/3}-1\right)^2>0.$$

The electrostatic term is attractive, because electrons of one atom enter the positive potential of the other. That potential is of order $\epsilon^2$ in a lens of volume of order $\epsilon^2$, so the attraction is of order $\epsilon^4$ and loses to the repulsion of order $\epsilon^2$.

### Boron, silicon and arsenic

Boron and arsenic are implanted into silicon as dopants. Solving the equation for $u$ with $Z=5$, 14 and 33 gives these edges:

| Atom | $R$ (bohr) | $R$ (nm) |
|---|---|---|
| B | 3.75 | 0.199 |
| Si | 4.19 | 0.221 |
| As | 4.50 | 0.238 |

From boron to arsenic the charge grows by a factor of 6.6 and the radius by a factor of $0.238/0.199=1.20$. The edge density is the same in all three.

For silicon, the potential energy of a unit positive charge is $Z\chi/r$ in atomic units. One hartree times one bohr is 1.44 eV nm. At 0.05 nm the screening function is 0.1473, so

$$\frac{14\times0.1473\times1.44\ \text{eV nm}}{0.05\ \text{nm}}=59.4\ \text{eV}.$$

The same arithmetic gives 389 eV at 0.02 nm ($\chi=0.386$), 7.74 eV at 0.10 nm ($\chi=0.0384$) and 1.20 eV at 0.15 nm ($\chi=0.0089$). These values describe a point charge in the field of one model atom. They are not the As-Si pair potential, which also contains the electrons of arsenic and the overlap energies. Nor are the outer ones accurate for a real silicon atom: a Hartree-Fock density gives about 12.2 eV at 0.10 nm and 2.5 eV at 0.15 nm, so the model is too low there by more than a third and by about half. Closer in the error is smaller but not absent: the same density gives 66.3 eV at 0.05 nm and 380 eV at 0.02 nm, so the model is about 10% too low at the first distance and between 2% and 3% too high at the second.

The As-Si cutoff is $0.2380+0.2215=0.4595$ nm. The bond length in crystalline silicon is roughly 0.24 nm, so the cutoff is nearly twice as long. Frozen free atoms at that spacing overlap deeply, and the free edge does not survive as such in the solid.

### How far the model can be trusted

The real silicon atom has no edge, and the jump in the model depends on the local treatment of the kinetic energy. A gradient term proportional to $\int|\nabla\sqrt n|^2dV$ shows this. If $\sqrt n$ falls from $\sqrt{n_0}$ to zero over a width $b$, the term costs about $(\sqrt{n_0}/b)^2b=n_0/b$ per area. This diverges as $b\to0$, so any positive amount of such a term smears the jump.

An unrestricted Hartree-Fock calculation in the aug-cc-pVTZ basis gives a measure of the error for silicon. It treats exchange in full and has a smooth tail, but it omits correlation and relativity and uses a finite basis. Its spherically averaged density passes $n_0$ at 0.209 nm, about 6% inside the model's edge at 0.221 nm. At that edge its density is 0.00146 per cubic bohr, about 31% below $n_0$, and about 0.3 of the 14 electrons lie farther out. The larger aug-cc-pVQZ basis raises the density at the edge to 0.00149 per cubic bohr, by about 2%, and moves the radius where $n_0$ is passed by about 0.001 nm. As a marker of atomic size the edge is therefore reasonable here, although the profile around it is wrong.

Energies fare worse. The model's total energy for silicon is $-381.7$ hartree against $-288.9$ hartree in Hartree-Fock, so it is 32% too low relative to the latter. The chemical potential of $-1.29$ eV compares with a highest occupied Hartree-Fock level of $-8.2$ eV. A chemical potential common to all elements cannot describe their different ionization energies.

Correlation changes the edge density itself. With the PW92 local correlation energy added to $f$, the density of lowest energy per electron, which is again the density of zero pressure, rises to 0.00326 per cubic bohr, 53% above $n_0$. The figure 0.00213 thus belongs to kinetic energy and Dirac exchange alone, while its independence of $Z$ rests on the local form of the pressure.

For implantation this sets the use of the result. The cutoff follows from frozen, local, isolated atoms, and it concerns distances at which the silicon potential has already fallen to about 1 eV per unit charge or less. Ions are implanted with energies of roughly a keV to hundreds of keV, and their hard collisions probe much smaller distances, where the edge plays no direct part. For slow ions and glancing encounters the outer region matters, and there the smooth tail and the bonding in the crystal have to be treated by other means. The computed values behind this example are listed in the numerical output, except for the aug-cc-pVQZ figures and the Hartree-Fock potentials.

## Numbers as computed

```
C_k = 2.87123, C_x = 0.73856 (atomic units)
edge density n0 = 0.002127 per bohr^3
edge density n0 = 14.357 per nm^3
edge wavenumber k0 = 0.39789 per bohr
electron sphere radius r_s at n0 = 4.8234 bohr
chemical potential = -0.047494 hartree = -1.2924 eV
kinetic pressure at edge = 1.9818 GPa
exchange pressure at edge = -1.9818 GPa
B Z = 5: edge radius = 3.7522 bohr = 0.1986 nm
B: edge density from energy minimum = 0.002127 per bohr^3
B: dE/dR at k = 0.43: energies -1.2298e-03, pressure -1.2298e-03 hartree/bohr
B: TFD total energy = -36.297 hartree
Si Z = 14: edge radius = 4.1855 bohr = 0.2215 nm
Si: edge density from energy minimum = 0.002127 per bohr^3
Si: dE/dR at k = 0.43: energies -1.5384e-03, pressure -1.5384e-03 hartree/bohr
Si: TFD total energy = -381.672 hartree
As Z = 33: edge radius = 4.4982 bohr = 0.2380 nm
As: edge density from energy minimum = 0.002127 per bohr^3
As: dE/dR at k = 0.43: energies -1.7829e-03, pressure -1.7829e-03 hartree/bohr
As: TFD total energy = -2761.534 hartree
Si at 0.02 nm: screening = 0.38622, potential energy of unit charge = 389.300 eV
Si at 0.05 nm: screening = 0.14729, potential energy of unit charge = 59.385 eV
Si at 0.10 nm: screening = 0.03838, potential energy of unit charge = 7.737 eV
Si at 0.15 nm: screening = 0.00891, potential energy of unit charge = 1.197 eV
As-Si cutoff distance = 0.4595 nm
rough Si bond length (input) = 0.235 nm, cutoff/bond = 1.955
Si no exchange, edge k = 0.40 per bohr: R = 5.026 bohr, E = -363.12397 hartree
Si no exchange, edge k = 0.20 per bohr: R = 7.725 bohr, E = -363.14358 hartree
Si no exchange, edge k = 0.10 per bohr: R = 11.629 bohr, E = -363.14565 hartree
Si no exchange, edge k = 0.05 per bohr: R = 17.237 bohr, E = -363.14586 hartree
zero-pressure density with PW92 correlation = 0.003257 per bohr^3
ratio to n0 = 1.531
Si UHF/aug-cc-pVTZ energy = -288.857 hartree
Si TFD energy / UHF energy = 1.3213
Si UHF electrons beyond TFD edge = 0.295
Si UHF density at TFD edge = 0.00146 per bohr^3
Si UHF density equals n0 at 3.941 bohr = 0.2085 nm
Si UHF highest occupied level = -8.198 eV
```
